# Hydrogen hyperfine splitting from a pseudized 1s orbital: verification in Python

```python
"""Hydrogen hyperfine splitting from a pseudized 1s orbital plus reconstruction.

Result under test: splitting = K * rho(0), where
  rho(0) = |pseudo psi(0)|^2 + c^2 * (phi(0)^2 - pseudo phi(0)^2),
  phi = exp(-r)/sqrt(pi) is the all-electron 1s partial wave,
  c is the projection of the pseudo state on the 1s pseudo partial wave.
Inside the matching radius rc, with t = 1-(r/rc)^2,
  ln(pseudo phi) = -ln(pi)/2 - rc + rc*t/2 + rc*t^2/8 + gamma*t^3.
Lengths: reduced-mass Bohr radius a. Energies: reduced-mass hartree (Ha).
K contains the electron and proton moments; splittings are in MHz.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

STEP = 0.0025
BOX = 40.0
r = STEP * np.arange(1, int(round(BOX / STEP)))


def solve_s_states(potential, mass=1.0):
    """Lowest two s states: energies and normalized psi(r), positive at r=0."""
    diagonal = 1.0 / (mass * STEP**2) + potential
    off = np.full(len(r) - 1, -0.5 / (mass * STEP**2))
    energies, vectors = eigh_tridiagonal(diagonal, off, select='i',
                                         select_range=(0, 1))
    states = []
    for k in range(2):
        u = vectors[:, k] / np.sqrt(STEP * np.sum(vectors[:, k]**2))
        states.append(np.sign(u[0]) * u / (r * np.sqrt(4 * np.pi)))
    return energies, states


def at_origin(psi):
    """Quadratic extrapolation of psi to r = 0."""
    return 3 * psi[0] - 3 * psi[1] + psi[2]


def pseudo_orbital(radius, rc, gamma):
    t = 1 - (radius / rc)**2
    return np.exp(-rc + rc * t / 2 + rc * t**2 / 8
                  + gamma * t**3) / np.sqrt(np.pi)


def pseudo_charge(rc, gamma):
    return quad(lambda x: 4 * np.pi * x**2 * pseudo_orbital(x, rc, gamma)**2,
                0, rc, epsabs=1e-13, epsrel=1e-12)[0]


def true_charge(rc):
    return quad(lambda x: 4 * x**2 * np.exp(-2 * x), 0, rc,
                epsabs=1e-13, epsrel=1e-12)[0]


def norm_conserving_gamma(rc):
    return brentq(lambda g: pseudo_charge(rc, g) - true_charge(rc),
                  -5 * rc / 8, 3 * rc / 8, xtol=1e-13)


def pseudo_potential(rc, gamma):
    """Invert the radial equation at energy -1/2; Coulomb outside rc."""
    x2 = (r / rc)**2
    t = 1 - x2
    first = rc / 2 + rc * t / 4 + 3 * gamma * t**2
    second = rc / 4 + 6 * gamma * t
    slope_over_r = -2 * first / rc**2
    curvature = slope_over_r + 4 * x2 * second / rc**2
    inside = -0.5 + 0.5 * (curvature + (slope_over_r * r)**2
                           + 2 * slope_over_r)
    return np.where(r < rc, inside, -1 / r)


def reconstruct(psi, rc, gamma):
    """Return c, bare pseudo density and reconstructed density at r=0."""
    inner = r < rc
    x = r[inner]
    partial = pseudo_orbital(x, rc, gamma)
    weight = (1 - (x / rc)**2)**2 * partial * x**2
    c = np.sum(weight * psi[inner]) / np.sum(weight * partial)
    bare = at_origin(psi)**2
    correction = 1 / np.pi - pseudo_orbital(0.0, rc, gamma)**2
    return c, bare, bare + c**2 * correction


# Contact factor 2/3: field of a smeared dipole averaged over the 1s density.
smear = 1e-4
nodes, weights = np.polynomial.legendre.leggauss(300)
t_max = np.arcsinh(30 / smear)
t_nodes = 0.5 * t_max * (nodes + 1)
radius = smear * np.sinh(t_nodes)
radial_weight = 0.5 * t_max * weights * smear * np.cosh(t_nodes)
cosines, angle_weight = np.polynomial.legendre.leggauss(20)
s = radius[:, None] * np.sqrt(1 - cosines**2)[None, :]
z = radius[:, None] * cosines[None, :]
s_complex = s + 1j * 1e-30
flux = s_complex**2 / (s_complex**2 + z**2 + smear**2)**1.5
field_z = flux.imag / 1e-30 / s
density = np.exp(-2 * radius) / np.pi
mean_field = 0.5 * np.sum((radial_weight * radius**2 * density)[:, None]
                          * angle_weight[None, :] * field_z)
contact_factor = mean_field * np.pi
# The finite smearing lowers the factor by a relative amount near 4*smear.
assert abs(contact_factor / (2 / 3) - 1) < 1e-3

# Levels of I.S for two spins one half.
sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5])
levels = np.linalg.eigvalsh(sum(np.kron(m, m) for m in (sx, sy, sz)))
assert np.allclose(levels, [-0.75, 0.25, 0.25, 0.25])

# All-electron densities and their dependence on the mass.
energy_ae, states_ae = solve_s_states(-1 / r)
rho_ae = [at_origin(psi)**2 for psi in states_ae]
assert np.allclose(energy_ae, [-0.5, -0.125], atol=1e-5)
assert abs(rho_ae[0] * np.pi - 1) < 1e-4
assert abs(rho_ae[1] * 8 * np.pi - 1) < 1e-4
light = solve_s_states(-1 / r, mass=0.8)[1][0]
assert abs(at_origin(light)**2 / rho_ae[0] / 0.8**3 - 1) < 1e-4

# Conversion from density at the proton to splitting.
pc = const.physical_constants
g_e = abs(pc['electron g factor'][0])
g_p = pc['proton g factor'][0]
mu_b = pc['Bohr magneton'][0]
mu_n = pc['nuclear magneton'][0]
bohr = pc['Bohr radius'][0]
mass_ratio = const.m_e / const.m_p
a_reduced = bohr * (1 + mass_ratio)
K = (2 / 3 * const.mu_0 * g_e * mu_b * g_p * mu_n
     / (const.h * a_reduced**3) / 1e6)
nu_exact = K / np.pi
nu_fixed = nu_exact * (1 + mass_ratio)**3
assert abs(nu_exact - 1420) < 1.0

print(f"electron g factor (magnitude): {g_e:.6f}")
print(f"proton g factor: {g_p:.6f}")
print(f"electron/proton mass ratio: {mass_ratio:.4e}")
print(f"contact factor from smeared dipole: {contact_factor:.4f}")
print(f"K, splitting per unit density: {K:.1f} MHz a^3")
print(f"exact 1s density at proton: {1 / np.pi:.5f} a^-3")
print(f"1s splitting, fixed proton: {nu_fixed:.1f} MHz")
print(f"1s splitting, reduced mass: {nu_exact:.1f} MHz")
print(f"exact 2s splitting: {nu_exact / 8:.1f} MHz")

errors_2s = []
for rc in (0.5, 0.75, 1.0):
    gamma = norm_conserving_gamma(rc)
    energies, states = solve_s_states(pseudo_potential(rc, gamma))
    c1, bare1, full1 = reconstruct(states[0], rc, gamma)
    c2, bare2, full2 = reconstruct(states[1], rc, gamma)
    fraction = np.exp(-0.75 * rc + 2 * gamma)
    assert abs(energies[0] + 0.5) < 1e-5
    assert abs(bare1 * np.pi / fraction - 1) < 1e-4
    assert abs(c1 - 1) < 1e-4
    assert abs(full1 * np.pi - 1) < 1e-4
    error = full2 * 8 * np.pi - 1
    assert abs(error) < abs(bare2 * 8 * np.pi - 1)
    errors_2s.append(abs(error))
    print(f"--- rc = {rc:.2f} a, gamma = {gamma:.5f}")
    print(f"1s pseudo density alone: {K * bare1:.1f} MHz")
    print(f"1s pseudo share of exact: {100 * bare1 * np.pi:.1f} %")
    print(f"1s reconstructed: {K * full1:.1f} MHz")
    print(f"2s pseudo density alone: {K * bare2:.1f} MHz")
    print(f"2s reconstructed: {K * full2:.1f} MHz")
    print(f"2s error after reconstruction: {100 * error:.2f} %")
assert errors_2s[0] < errors_2s[1] < errors_2s[2]
assert errors_2s[0] < 0.05

# Details of the main case, rc = 1, left by the last pass of the loop.
partial0 = pseudo_orbital(0.0, rc, gamma)**2
edge = int(round(rc / STEP)) - 1
ratio_origin = at_origin(states[1]) / at_origin(states[0])
ratio_edge = states[1][edge] / states[0][edge]
assert abs(ratio_edge / ratio_origin - 1) > 0.01
print("--- details for rc = 1.00 a")
print(f"charge inside rc: {true_charge(rc):.5f} electrons")
print(f"pseudo 1s energy: {energies[0]:.5f} Ha")
print(f"pseudo 2s energy: {energies[1]:.5f} Ha (exact -0.125)")
print(f"pseudo 1s density at proton: {bare1:.5f} a^-3")
print(f"one-centre all-electron term: {K * c1**2 / np.pi:.1f} MHz")
print(f"one-centre pseudo term: {K * c1**2 * partial0:.1f} MHz")
print(f"projection c: 1s {c1:.5f}, 2s {c2:.5f}")
print(f"1s shortfall: {nu_exact - K * bare1:.1f} MHz")
print(f"1s shortfall: {100 * (1 - bare1 * np.pi):.1f} %")
print(f"pseudo 2s/1s ratio at r=0: {ratio_origin:.4f}")
print(f"pseudo 2s/1s ratio at rc: {ratio_edge:.4f}")

# Dropping norm conservation spoils the recovered value by the factor 1/N.
norm = 1 + pseudo_charge(rc, 0.0) - true_charge(rc)
energy_bad, states_bad = solve_s_states(pseudo_potential(rc, 0.0))
c_bad, bare_bad, full_bad = reconstruct(states_bad[0], rc, 0.0)
assert abs(energy_bad[0] + 0.5) < 1e-5
assert abs(norm - 1) > 0.005
assert abs(full_bad * np.pi * norm - 1) < 1e-4
print("--- norm conservation dropped, rc = 1.00 a, gamma = 0")
print(f"total norm N of pseudo orbital: {norm:.5f}")
print(f"1s reconstructed without overlap term: {K * full_bad:.1f} MHz")
print("PASS")
```

It prints:

```
electron g factor (magnitude): 2.002319
proton g factor: 5.585695
electron/proton mass ratio: 5.4462e-04
contact factor from smeared dipole: 0.6664
K, splitting per unit density: 4462.6 MHz a^3
exact 1s density at proton: 0.31831 a^-3
1s splitting, fixed proton: 1422.8 MHz
1s splitting, reduced mass: 1420.5 MHz
exact 2s splitting: 177.6 MHz
--- rc = 0.50 a, gamma = 0.07391
1s pseudo density alone: 1131.8 MHz
1s pseudo share of exact: 79.7 %
1s reconstructed: 1420.5 MHz
2s pseudo density alone: 141.3 MHz
2s reconstructed: 176.7 MHz
2s error after reconstruction: -0.50 %
--- rc = 0.75 a, gamma = 0.11362
1s pseudo density alone: 1015.9 MHz
1s pseudo share of exact: 71.5 %
1s reconstructed: 1420.5 MHz
2s pseudo density alone: 126.5 MHz
2s reconstructed: 174.7 MHz
2s error after reconstruction: -1.62 %
--- rc = 1.00 a, gamma = 0.15521
1s pseudo density alone: 915.2 MHz
1s pseudo share of exact: 64.4 %
1s reconstructed: 1420.5 MHz
2s pseudo density alone: 113.4 MHz
2s reconstructed: 171.1 MHz
2s error after reconstruction: -3.62 %
--- details for rc = 1.00 a
charge inside rc: 0.32332 electrons
pseudo 1s energy: -0.50000 Ha
pseudo 2s energy: -0.12498 Ha (exact -0.125)
pseudo 1s density at proton: 0.20509 a^-3
one-centre all-electron term: 1420.5 MHz
one-centre pseudo term: 915.2 MHz
projection c: 1s 1.00000, 2s 0.33813
1s shortfall: 505.2 MHz
1s shortfall: 35.6 %
pseudo 2s/1s ratio at r=0: 0.3519
pseudo 2s/1s ratio at rc: 0.2915
--- norm conservation dropped, rc = 1.00 a, gamma = 0
total norm N of pseudo orbital: 0.97741
1s reconstructed without overlap term: 1453.3 MHz
PASS
```
